# Minimum electron energy for a 20 eV silicon recoil: verification in Python

```python
"""Minimum electron kinetic energy for a 20 eV recoil of silicon-28.

Result under test, for elastic scattering from a free nucleus at rest:
  T_min = Q/2 - m + sqrt((m-Q/2)^2 + Q*(M+m)^2/(2*M))
m, M: electron and nuclear rest energies; Q: recoil kinetic energy;
T: electron kinetic energy. Energies and momenta times c are in eV.
The independent calculation uses Lorentz transformations and bisection.
"""
import mpmath as mp
from scipy.constants import physical_constants as constants

mp.mp.dps = 40
m = mp.mpf(constants["electron mass energy equivalent in MeV"][0]) * 10**6
u = mp.mpf(constants["atomic mass constant energy equivalent in MeV"][0]) * 10**6
k_B = mp.mpf(constants["Boltzmann constant in eV/K"][0])
atomic_mass_u = mp.mpf("27.97693")
M_atom = atomic_mass_u * u
M = M_atom - 14 * m
Q = mp.mpf(20)


def momentum(T):
    return mp.sqrt(T * (T + 2 * m))


def maximum_transfer(T):
    return 2 * M * T * (T + 2 * m) / ((M + m)**2 + 2 * M * T)


def threshold(recoil_energy, mass=M):
    q = recoil_energy
    return q / 2 - m + mp.sqrt((m - q / 2)**2
                               + q * (mass + m)**2 / (2 * mass))


def scatter(T, theta, initial_momentum=mp.mpf(0)):
    """Return nuclear kinetic energy and momentum after rotation by theta
    in the centre-of-momentum frame."""
    P0 = initial_momentum
    E0 = mp.sqrt(M**2 + P0**2)
    beta = (momentum(T) + P0) / (T + m + E0)
    gamma = 1 / mp.sqrt(1 - beta**2)
    E_cm = gamma * (E0 - beta * P0)
    P_cm = gamma * (P0 - beta * E0)
    px_cm, py = P_cm * mp.cos(theta), P_cm * mp.sin(theta)
    E_lab = gamma * (E_cm + beta * px_cm)
    px_lab = gamma * (px_cm + beta * E_cm)
    return E_lab - M, px_lab, py


def bisect(function, low, high):
    low, high = mp.mpf(low), mp.mpf(high)
    assert function(low) < 0 < function(high)
    for _ in range(110):
        middle = (low + high) / 2
        if function(middle) < 0:
            low = middle
        else:
            high = middle
    return (low + high) / 2


def close(a, b, relative):
    return abs(a - b) <= relative * max(abs(a), abs(b))


# Scan angles at several energies and test the recoil relation and maximum.
for T in map(mp.mpf, (1000, 50000, 200000, 300000, 2000000)):
    p, W = momentum(T), T + m
    recoils = []
    for j in range(1, 41):
        energy, px, py = scatter(T, mp.pi * j / 40)
        recoils.append(energy)
        cosine = px / mp.sqrt(px**2 + py**2)
        formula = (2 * M * p**2 * cosine**2
                   / ((W + M)**2 - p**2 * cosine**2))
        assert close(energy, formula, mp.mpf("1e-20"))
        electron_mass_squared = (W - energy)**2 - (p - px)**2 - py**2
        assert close(electron_mass_squared, m**2, mp.mpf("1e-20"))
    assert max(recoils) == recoils[-1]
    assert close(recoils[-1], maximum_transfer(T), mp.mpf("1e-20"))
    slope = mp.diff(lambda x: scatter(x, mp.pi)[0], T)
    slope_formula = (4 * M * ((T + m) * (M + m)**2 + M * T**2)
                     / ((M + m)**2 + 2 * M * T)**2)
    assert slope > 0 and close(slope, slope_formula, mp.mpf("1e-9"))

# Find thresholds from the transformed momenta, without the closed formula.
numerical = bisect(lambda T: scatter(T, mp.pi)[0] - Q, 1000, 1000000)
T_min = threshold(Q)
assert close(numerical, T_min, mp.mpf("1e-20"))
assert abs(numerical / 1000 - 211) < mp.mpf("0.5")
for q in (mp.mpf(15), mp.mpf(25)):
    root = bisect(lambda T: scatter(T, mp.pi)[0] - q, 1000, 1000000)
    assert close(root, threshold(q), mp.mpf("1e-20"))

# Heavy-nucleus approximation and Newtonian limit.
T_heavy = mp.sqrt(m**2 + M * Q / 2) - m
assert close(T_heavy, numerical, mp.mpf("1e-4"))
newton_factor = (M + m)**2 / (4 * m * M)
T_newton = Q * newton_factor
tiny_Q = mp.mpf("1e-9")
tiny_T = bisect(lambda T: scatter(T, mp.pi)[0] - tiny_Q, 0, 1)
assert close(tiny_T, tiny_Q * newton_factor, mp.mpf("1e-9"))
assert T_newton > numerical
p_in = momentum(T_min)
p_newton = mp.sqrt(2 * m * T_min)
recoil_momentum = scatter(T_min, mp.pi)[1]
p_out = p_in - recoil_momentum
assert p_in > p_newton and p_out < 0

# Largest recoil angle giving at least 20 eV at 300 keV.
T_300 = mp.mpf(300000)
theta = bisect(lambda a: scatter(T_300, a)[0] - Q, 0, mp.pi)
_, px, py = scatter(T_300, theta)
phi_numerical = mp.atan2(abs(py), px)
P_recoil = mp.sqrt(Q * (Q + 2 * M))
phi = mp.acos(Q * (T_300 + m + M) / (momentum(T_300) * P_recoil))
assert close(phi, phi_numerical, mp.mpf("1e-18"))

# Typical lattice motion in one direction, including zero-point motion.
temperature = mp.mpf(300)
quantum = mp.mpf("0.040")
E0 = quantum / 4 * mp.coth(quantum / (2 * k_B * temperature))
weights = [mp.exp(-n * quantum / (k_B * temperature)) for n in range(100)]
E0_sum = sum(w * (n + mp.mpf("0.5")) * quantum / 2
             for n, w in enumerate(weights)) / sum(weights)
assert close(E0, E0_sum, mp.mpf("1e-20"))
thermal_thresholds = []
thermal_transfers = []
for sign in (1, -1):
    P0 = sign * mp.sqrt(2 * M * E0)
    moving = bisect(lambda T: scatter(T, mp.pi, P0)[0] - Q, 1000, 1000000)
    needed = (mp.sqrt(Q) - sign * mp.sqrt(E0))**2
    assert close(moving, threshold(needed), mp.mpf("2e-5"))
    thermal_thresholds.append(moving)
    thermal_transfers.append(needed)
assert thermal_thresholds[0] < T_min < thermal_thresholds[1]


def show(label, value, digits, unit):
    print(f"{label}: {float(value):.{digits}f} {unit}")


show("Electron rest energy", m / 1000, 3, "keV")
show("Silicon-28 atomic mass, input", atomic_mass_u, 5, "u")
show("Atomic mass unit rest energy", u / 10**6, 3, "MeV")
show("Silicon-28 nuclear rest energy", M / 10**6, 2, "MeV")
show("Chosen recoil energy", Q, 1, "eV")
show("Product M*Q/2", M * Q / 2 / 10**6, 1, "keV^2")
show("Electron rest energy squared", m**2 / 10**6, 1, "keV^2")
show("Square root of m^2+M*Q/2", (T_heavy + m) / 1000, 3, "keV")
show("Threshold, closed formula", T_min / 1000, 3, "keV")
show("Threshold, Lorentz transformation", numerical / 1000, 3, "keV")
show("Threshold, heavy-nucleus formula", T_heavy / 1000, 3, "keV")
show("Closed minus heavy-nucleus threshold", T_min - T_heavy, 2, "eV")
show("Threshold, Newtonian formula", T_newton / 1000, 2, "keV")
show("Newtonian minus relativistic threshold", (T_newton - T_min) / 1000, 2, "keV")
show("Incoming electron momentum at threshold", p_in / 1000, 3, "keV/c")
show("Newtonian momentum at same kinetic energy", p_newton / 1000, 3, "keV/c")
show("Outgoing electron momentum at threshold", p_out / 1000, 3, "keV/c")
show("Nuclear recoil momentum at threshold", recoil_momentum / 1000, 3, "keV/c")
show("Maximum transfer at 200 keV", scatter(mp.mpf(200000), mp.pi)[0], 2, "eV")
show("Maximum transfer at 300 keV", scatter(T_300, mp.pi)[0], 2, "eV")
show("Largest angle for 20 eV recoil at 300 keV", mp.degrees(phi), 2, "degrees")
show("Threshold for 15 eV recoil", threshold(mp.mpf(15)) / 1000, 2, "keV")
show("Threshold for 25 eV recoil", threshold(mp.mpf(25)) / 1000, 2, "keV")
show("Lattice temperature", temperature, 0, "K")
show("Rough oscillator quantum", quantum * 1000, 1, "meV")
show("Mean kinetic energy in one direction", E0 * 1000, 2, "meV")
show("Needed rest-target transfer, motion along beam", thermal_transfers[0], 2, "eV")
show("Needed rest-target transfer, motion against beam", thermal_transfers[1], 2, "eV")
show("Threshold, rms motion along beam", thermal_thresholds[0] / 1000, 1, "keV")
show("Threshold, rms motion against beam", thermal_thresholds[1] / 1000, 1, "keV")
show("Threshold change using atomic mass", threshold(Q, M_atom) - T_min, 1, "eV")
show("Threshold change for 10 keV nuclear mass change",
     threshold(Q, M + 10000) - T_min, 3, "eV")
print("all tests passed")
```

It prints:

```
Electron rest energy: 510.999 keV
Silicon-28 atomic mass, input: 27.97693 u
Atomic mass unit rest energy: 931.494 MeV
Silicon-28 nuclear rest energy: 26053.19 MeV
Chosen recoil energy: 20.0 eV
Product M*Q/2: 260531.9 keV^2
Electron rest energy squared: 261119.9 keV^2
Square root of m^2+M*Q/2: 722.255 keV
Threshold, closed formula: 211.266 keV
Threshold, Lorentz transformation: 211.266 keV
Threshold, heavy-nucleus formula: 211.256 keV
Closed minus heavy-nucleus threshold: 10.00 eV
Threshold, Newtonian formula: 254.93 keV
Newtonian minus relativistic threshold: 43.67 keV
Incoming electron momentum at threshold: 510.437 keV/c
Newtonian momentum at same kinetic energy: 464.665 keV/c
Outgoing electron momentum at threshold: -510.409 keV/c
Nuclear recoil momentum at threshold: 1020.847 keV/c
Maximum transfer at 200 keV: 18.76 eV
Maximum transfer at 300 keV: 30.44 eV
Largest angle for 20 eV recoil at 300 keV: 35.85 degrees
Threshold for 15 eV recoil: 164.67 keV
Threshold for 25 eV recoil: 255.03 keV
Lattice temperature: 300 K
Rough oscillator quantum: 40.0 meV
Mean kinetic energy in one direction: 15.41 meV
Needed rest-target transfer, motion along beam: 18.91 eV
Needed rest-target transfer, motion against beam: 21.13 eV
Threshold, rms motion along beam: 201.3 keV
Threshold, rms motion against beam: 221.3 keV
Threshold change using atomic mass: 49.5 eV
Threshold change for 10 keV nuclear mass change: 0.069 eV
all tests passed
```
